# Soft photons from a deflected charge: Poisson statistics and infrared divergence

If the photons from a scattered electron are counted only above a lowest frequency \(\lambda\), one must ask which results may be quoted without naming \(\lambda\) when it is small. The radiated energy may: it converges as \(\lambda\to0\). The mean photon number, the probability of emitting no photon and the overlap of the outgoing field with the field ground state belonging to the final velocity may not. The theorem below gives their dependence on \(\lambda\) for a charge that follows a prescribed path.

## Setting and assumptions

Atomic units are used in Gaussian form, with \(\hbar=m=e=1\) and \(c=1/\alpha\). The charge is \(q\), with \(q^2=1\). In a periodic box of volume \(V\), mode \(j\) has wave vector \(\mathbf k_j\neq0\), frequency \(\omega_j=c|\mathbf k_j|\) and a real polarization vector \(\boldsymbol\epsilon_j\perp\mathbf k_j\). In the dipole approximation the vector potential is taken at the origin,

\[
\frac{\mathbf A}{c}=\sum_j g_j\boldsymbol\epsilon_j(a_j+a_j^\dagger),\qquad g_j=\sqrt{\frac{2\pi}{V\omega_j}},
\]

and the Pauli-Fierz Hamiltonian, with a potential \(U\) that deflects the charge, is

\[
H=\tfrac12\mathbf v^2+U(\mathbf r)+\sum_j\omega_ja_j^\dagger a_j,\qquad \mathbf v=\mathbf p-\frac{q\mathbf A}{c}.
\]

The assumptions are these.

1. The velocity operator in the field equation is replaced by a given function \(\mathbf v(t)\). This neglects recoil and requires photon energies far below the kinetic energy.
2. The velocity goes from \(\mathbf v_1\) to \(\mathbf v_2\), with \(\delta\mathbf v=\mathbf v_2-\mathbf v_1\neq0\). The acceleration \(\dot{\mathbf v}\) is bounded and falls off faster than any power of time outside a pulse of duration \(\tau>0\).
3. The speeds are small compared with \(c\).
4. The field starts in its ground state in the presence of a charge moving at \(\mathbf v_1\). Photons are counted at late times as excitations above the ground state belonging to \(\mathbf v_2\).

The fourth assumption separates radiation from the field that a uniformly moving charge carries with it. Define

\[
\tilde{\mathbf a}(\omega)=\int_{-\infty}^{\infty}\dot{\mathbf v}(t)e^{i\omega t}dt,\qquad \tilde{\mathbf a}(0)=\delta\mathbf v .
\]

## Theorem

Under these assumptions, and after the limit \(V\to\infty\):

**(a)** The photon number in any frequency range with finite mean is Poisson distributed, and the numbers in disjoint ranges are independent.

**(b)** The mean spectrum is
\[
\frac{dN}{d\omega}=\frac{2|\tilde{\mathbf a}(\omega)|^2}{3\pi c^3\omega}
\;\longrightarrow\;\frac{A_0}{\omega}\quad(\omega\tau\ll1),\qquad
A_0=\frac{2\alpha}{3\pi}\left(\frac{|\delta\mathbf v|}{c}\right)^2 .
\]

**(c)** The mean radiated energy is finite,
\[
E=\frac{2}{3c^3}\int_{-\infty}^{\infty}|\dot{\mathbf v}|^2dt ,
\]
but it diverges when a fixed \(\delta\mathbf v\) is imposed in a time tending to zero.

**(d)** With probability one, infinitely many photons are emitted.

An instantaneous deflection therefore has infinite energy in this model. "Sudden" must mean \(\omega\tau\ll1\) for the photons considered, with \(\tau\) kept finite.

## Lemma 1: the field equation

*For each mode, \(i\dot a_j=\omega_ja_j-qg_j\boldsymbol\epsilon_j\cdot\mathbf v\).*

*Proof.* Since \([a_j,a_j^\dagger]=1\), we have \([a_j,\mathbf v]=-qg_j\boldsymbol\epsilon_j\), which is a number. Hence

\[
[a_j,\tfrac12\mathbf v^2]=\tfrac12\left([a_j,\mathbf v]\cdot\mathbf v+\mathbf v\cdot[a_j,\mathbf v]\right)=-qg_j\boldsymbol\epsilon_j\cdot\mathbf v .
\]

The potential commutes with \(a_j\), and the field energy contributes \(\omega_ja_j\). The result follows from \(i\dot a_j=[a_j,H]\). ∎

The term quadratic in \(\mathbf A\) has not been dropped. It is contained in the velocity \(\mathbf v\), which differs from \(\mathbf p\). Assumption 1 now makes the equation linear with a known source. The field Hamiltonian that generates it is

\[
H_f(t)=\sum_j\left[\omega_ja_j^\dagger a_j-qg_j\boldsymbol\epsilon_j\cdot\mathbf v(t)(a_j+a_j^\dagger)\right].
\]

## Lemma 2: each mode ends in a coherent state

*Relative to the ground state for \(\mathbf v_2\), mode \(j\) ends in a coherent state of amplitude*
\[
\beta_j=-\frac{qg_j}{\omega_j}\boldsymbol\epsilon_j\cdot\tilde{\mathbf a}(\omega_j),
\]
*up to a phase.*

*Proof.* Put \(\zeta_j=qg_j\boldsymbol\epsilon_j\cdot\mathbf v/\omega_j\) and \(b_j=a_j-\zeta_j\). Completing the square gives

\[
\omega_ja_j^\dagger a_j-\omega_j\zeta_j(a_j+a_j^\dagger)=\omega_jb_j^\dagger b_j-\omega_j\zeta_j^2 .
\]

At constant velocity the ground state thus obeys \(b_j|\Omega\rangle=0\), and \(b_j^\dagger b_j\) counts excitations above it. When the velocity varies, \(\zeta_j\) varies too, and Lemma 1 gives

\[
\dot b_j=-i\omega_ja_j+iqg_j\boldsymbol\epsilon_j\cdot\mathbf v-\dot\zeta_j
=-i\omega_jb_j-\frac{qg_j}{\omega_j}\boldsymbol\epsilon_j\cdot\dot{\mathbf v}.
\]

Multiply by \(e^{i\omega_jt}\). The left side and the first term on the right combine into \(d(b_je^{i\omega_jt})/dt\), and integration over the pulse gives

\[
b_j(t)e^{i\omega_jt}=b_j^{\rm in}+\beta_j .
\]

The initial state satisfies \(b_j^{\rm in}|\Omega\rangle=0\), so it is an eigenvector of the outgoing annihilation operator \(b_j^{\rm in}+\beta_j\) with eigenvalue \(\beta_j\). This is the definition of a coherent state. ∎

Only the acceleration enters \(\beta_j\): uniform motion produces no photons. Had we counted with \(a_j^\dagger a_j\), a uniformly moving charge would show \(\zeta_j^2\) quanta on average in each mode, although it does not radiate.

## Proof of (a)

Let \(c_n\) be the components of the state in the number basis of the outgoing mode. The eigenvalue equation reads \(\sqrt{n+1}\,c_{n+1}=\beta_jc_n\), so \(c_n=c_0\beta_j^n/\sqrt{n!}\). Normalization gives \(|c_0|^2=e^{-|\beta_j|^2}\), and

\[
P_j(n)=e^{-|\beta_j|^2}\frac{|\beta_j|^{2n}}{n!}.
\]

The state is an eigenvector of all outgoing annihilation operators at once, so it is a product over modes and the counts are independent. For a set \(S\) of modes with total count \(N_S\), the generating function is a product of single-mode functions:

\[
\langle z^{N_S}\rangle=\prod_{j\in S}\sum_nz^nP_j(n)=\prod_{j\in S}e^{(z-1)|\beta_j|^2}
=\exp\Big[(z-1)\sum_{j\in S}|\beta_j|^2\Big].
\]

This is the generating function of a Poisson law with mean \(\sum_S|\beta_j|^2\). It keeps this form as \(V\to\infty\) if the mean has a finite limit. ∎

## Proof of (b)

From Lemma 2, \(|\beta_j|^2=2\pi|\boldsymbol\epsilon_j\cdot\tilde{\mathbf a}|^2/(V\omega_j^3)\). For a direction \(\mathbf n\), the two polarizations give \(|\tilde{\mathbf a}|^2-|\mathbf n\cdot\tilde{\mathbf a}|^2\). The angular average of \(|\mathbf n\cdot\tilde{\mathbf a}|^2\) is \(|\tilde{\mathbf a}|^2/3\), so the integral over directions is

\[
4\pi\left(1-\tfrac13\right)|\tilde{\mathbf a}|^2=\frac{8\pi}{3}|\tilde{\mathbf a}|^2 .
\]

The number of wave vectors per solid angle and frequency is \(V\omega^2/(8\pi^3c^3)\). Therefore

\[
\frac{dN}{d\omega}=\frac{V\omega^2}{8\pi^3c^3}\cdot\frac{2\pi}{V\omega^3}\cdot\frac{8\pi}{3}|\tilde{\mathbf a}|^2
=\frac{2|\tilde{\mathbf a}|^2}{3\pi c^3\omega}.
\]

The volume cancels. With \(1/c^3=\alpha/c^2\) and \(\tilde{\mathbf a}(0)=\delta\mathbf v\) this becomes \(A_0/\omega\) at low frequency. To find the error, write

\[
|\tilde{\mathbf a}(\omega)|^2=\iint\dot{\mathbf v}(t)\cdot\dot{\mathbf v}(s)\cos[\omega(t-s)]\,dt\,ds .
\]

Because \(0\le1-\cos x\le x^2/2\),

\[
\left||\tilde{\mathbf a}(\omega)|^2-|\delta\mathbf v|^2\right|\le\frac{\omega^2}{2}\iint|\dot{\mathbf v}(t)||\dot{\mathbf v}(s)|(t-s)^2dt\,ds .
\]

The relative correction is of order \((\omega\tau)^2\) when the path in velocity space is not much longer than \(|\delta\mathbf v|\). The soft spectrum then depends on the end velocities and not on the shape of the pulse. ∎

The quadratic estimate rests on assumption 2. An unscreened Coulomb potential violates it, since the acceleration falls only as \(1/t^2\). The limit \(A_0/\omega\) survives, but the correction is linear in \(\omega\): for a \(90^\circ\) Coulomb orbit with impact parameter \(b\) and asymptotic speed \(v\) it is about \(+3\omega b/v\) for attraction and \(-3\omega b/v\) for repulsion.

## Proof of (c)

Each photon carries energy \(\omega\), which cancels the \(1/\omega\). Parseval's theorem over all frequencies reads \(\int_{-\infty}^\infty|\tilde{\mathbf a}|^2d\omega=2\pi\int|\dot{\mathbf v}|^2dt\), and \(|\tilde{\mathbf a}|^2\) is even in \(\omega\). Thus

\[
E=\frac{2}{3\pi c^3}\int_0^\infty|\tilde{\mathbf a}|^2d\omega
=\frac{2}{3\pi c^3}\,\pi\int|\dot{\mathbf v}|^2dt
=\frac{2}{3c^3}\int|\dot{\mathbf v}|^2dt .
\]

This is the Larmor energy, and it is finite by assumption 2. If the whole change takes place within a time \(T\), the Cauchy-Schwarz inequality gives \(|\delta\mathbf v|^2\le T\int|\dot{\mathbf v}|^2dt\), so

\[
E\ge\frac{2|\delta\mathbf v|^2}{3c^3T},
\]

which diverges as \(T\to0\). ∎

## Proof of (d)

By continuity there is a frequency \(\omega_1\) below which \(|\tilde{\mathbf a}|^2\ge|\delta\mathbf v|^2/2\). Divide the range below \(\omega_1\) into decades. Each has a mean number of at least \(\tfrac12A_0\ln10\), so it is empty with probability at most \(r=10^{-A_0/2}<1\). By (a) the decades are independent, and \(M\) chosen decades are all empty with probability at most \(r^M\). This tends to zero as \(M\to\infty\), however far down the first of them lies. With probability one there are therefore photons in infinitely many decades. ∎

**Remark on Fock space.** If the outgoing state were a vector in the Fock space built on the \(\mathbf v_2\) ground state, its probabilities for finite photon numbers would add to one. By (d) each of them is zero. The state is not such a vector. In a finite box the lowest frequency is positive and the count is finite; the obstruction appears when \(V\to\infty\).

## A Gaussian pulse

Take \(\dot{\mathbf v}=\delta\mathbf v\,e^{-t^2/2\tau^2}/(\sqrt{2\pi}\,\tau)\), for which \(|\tilde{\mathbf a}|^2=|\delta\mathbf v|^2e^{-\omega^2\tau^2}\). The energy is

\[
E=A_0\int_0^\infty e^{-\omega^2\tau^2}d\omega=\frac{\sqrt\pi}{2}\frac{A_0}{\tau}=\frac{|\delta\mathbf v|^2}{3\sqrt\pi\,c^3\tau}.
\]

For the mean number above \(\lambda\), substitute \(u=\omega^2\tau^2\), so that \(d\omega/\omega=du/(2u)\):

\[
N(\lambda)=\frac{A_0}{2}\int_{\lambda^2\tau^2}^\infty\frac{e^{-u}}{u}du .
\]

With \(x=\lambda^2\tau^2\), integration by parts turns the integral into \(-e^{-x}\ln x+\int_x^\infty e^{-u}\ln u\,du\). As \(x\to0\) the last term tends to \(-\gamma\), where \(\gamma\approx0.577\) is Euler's constant. Hence

\[
N(\lambda)\simeq A_0\left[\ln\frac{1}{\lambda\tau}-\frac{\gamma}{2}\right],\qquad \lambda\tau\ll1 .
\]

The probability of no photon above \(\lambda\) is \(e^{-N(\lambda)}\simeq(\lambda\tau e^{\gamma/2})^{A_0}\), which vanishes as a power of \(\lambda\). First-order perturbation theory replaces it by \(1-N(\lambda)\), which becomes negative once \(N>1\). The energy below \(\lambda\) is approximately \(A_0\lambda\) and tends to zero.

## A case without the divergence

Suppose that a second pulse, a time \(T\gg\tau\) after the first, restores the original velocity. The two accelerations are opposite, and for \(\omega\tau\ll1\)

\[
|\tilde{\mathbf a}|^2=|\delta\mathbf v|^2|1-e^{i\omega T}|^2=4|\delta\mathbf v|^2\sin^2\frac{\omega T}{2}.
\]

For \(\omega T\ll1\) this is \(|\delta\mathbf v|^2\omega^2T^2\), so \(dN/d\omega\simeq A_0\omega T^2\) and the photon number is finite. For \(1/T\ll\omega\ll1/\tau\) the average over the oscillation is \(2A_0/\omega\), the sum for two separate deflections. The infrared divergence thus requires a net change of velocity; acceleration alone does not suffice.

## Worked example

An electron with speed \(0.1c\) is turned through \(90^\circ\) by a Gaussian pulse with \(v\tau=2\) Å. These are model parameters, chosen so that assumption 1 holds, and no atom supplies them: the peak force is about 1.4 keV/Å, that of a bare charge \(Z\approx400\) at 2 Å. A classical \(90^\circ\) Rutherford deflection at this speed by a silicon nucleus has impact parameter \(b\approx0.04\) Å and \(\hbar v/b\approx5\) keV, above the kinetic energy, so assumption 1 fails there at the upper end of the spectrum. The two velocities are perpendicular, so \((|\delta\mathbf v|/c)^2=0.1^2+0.1^2=0.02\), and

\[
A_0=\frac{2(0.00729735)}{3\pi}(0.02)=3.097\times10^{-5}.
\]

The pulse sets the scale \(\hbar/\tau=98.7\) eV, about 4% of the initial kinetic energy of 2.6 keV and about 8% of the 1.3 keV to which it falls at mid-pulse, so neglect of recoil is reasonable for most of the spectrum. At 1 eV the spectrum is \(3.10\times10^{-5}\) photons per eV. The mean number above 1 eV is

\[
N=3.097\times10^{-5}\left(\ln98.66-0.289\right)=1.33\times10^{-4}.
\]

Each further decade adds \(A_0\ln10=7.13\times10^{-5}\). Lowering \(\lambda\) to \(10^{-3}\) eV gives \(3.47\times10^{-4}\), and \(10^{-6}\) eV gives \(5.61\times10^{-4}\). Even then the electron emits no photon above \(\lambda\) with probability 0.99944.

The mean energy is

\[
E=\frac{\sqrt\pi}{2}(3.097\times10^{-5})(98.66\ \text{eV})=2.71\times10^{-3}\ \text{eV},
\]

or \(9.95\times10^{-5}\) hartree. It is an average over rare events. Photons below 1 eV supply \(3.10\times10^{-5}\) eV of it, about 1%. Dividing the remainder by the number above 1 eV gives about 20 eV per photon. A calculation of the energy may therefore stop at \(\lambda=1\) eV with an error of about 1% of the total, while the photon number there is less than a quarter of its value at \(10^{-6}\) eV.

The mean number reaches one only when \(\log_{10}(\lambda/\text{eV})\) is about \(-1.4\times10^4\). Resolving a frequency \(\lambda\) takes a time of order \(1/\lambda\), so no feasible observation reaches this regime. The divergence matters here for the choice of state space and for the limit \(\lambda\to0\). A count above any attainable threshold has a small mean, although that mean still depends on the threshold.

A pulse ten times shorter radiates ten times the energy, \(2.71\times10^{-2}\) eV. Its frequency scale is then about 39% of the kinetic energy, and the no-recoil assumption is no longer good at the upper end of the spectrum.

The Gaussian pulse moves the velocity along a straight line between its end values, so the speed dips on the way. A turn at constant speed, with the angle following the integral of a Gaussian of width \(\tau\), gives \(|\tilde{\mathbf a}|^2/|\delta\mathbf v|^2=0.9983\) at \(\omega\tau=0.05\) and \(0.9933\) at \(\omega\tau=0.10\), by numerical Fourier integration. The deficit grows fourfold when the frequency doubles, as the quadratic error estimate suggests.

## The error of the dipole approximation

After the deflection the charge travels arbitrarily far, so \(\mathbf k\cdot\mathbf r(t)\) does not stay small. For a prescribed path the source in Lemma 1 acquires a factor \(e^{-i\mathbf k\cdot\mathbf r(t)}\). For soft photons take \(\mathbf r=\mathbf v_1t\) before and \(\mathbf r=\mathbf v_2t\) after \(t=0\), and let the coupling vanish slowly at early and late times, which removes the attached fields. With \(D_i=1-\mathbf n\cdot\mathbf v_i/c\), the half-line integrals of \(e^{i\omega D_it}\) are \(1/(i\omega D_1)\) and \(-1/(i\omega D_2)\), so

\[
\beta=iqg\left[\frac{\boldsymbol\epsilon\cdot\mathbf v_1}{i\omega D_1}-\frac{\boldsymbol\epsilon\cdot\mathbf v_2}{i\omega D_2}\right]
=-\frac{qg}{\omega}\,\boldsymbol\epsilon\cdot\left[\frac{\mathbf v_2}{D_2}-\frac{\mathbf v_1}{D_1}\right].
\]

The bracket replaces \(\delta\mathbf v\). Its first correction, \([\mathbf v_2(\mathbf n\cdot\mathbf v_2)-\mathbf v_1(\mathbf n\cdot\mathbf v_1)]/c\), is odd in \(\mathbf n\). Its product with the leading term cancels between opposite directions, leaving a relative change of order \((v/c)^2\) in the photon number. Numerical integration over directions for the \(90^\circ\) turn gives an increase of 0.71% at \(v=0.1c\) and 0.18% at \(v=0.05c\). The \(1/\omega\) law and the infrared divergence remain; the coefficient changes slightly. The energy shifts by a similar amount: for the Gaussian pulse of the worked example the Liénard formula gives \(2.74\times10^{-3}\) eV in place of \(2.71\times10^{-3}\) eV, an increase of 1.3%, as large as the error from stopping at \(\lambda=1\) eV.
